# The condition α+β=1/ε and gap narrowing in molecular crystals: two derivations, part 2

A range-separated hybrid tuned on a gas-phase molecule is to give the molecular crystal's gap. The screened range-separated hybrid (SRSH) keeps $\alpha,\gamma$, moves $\beta$ from $1-\alpha$ to satisfy $\alpha+\beta=1/\epsilon$, and does not retune. Algebra is in atomic units, Gaussian electrostatics; $\epsilon$ is the scalar electronic dielectric constant; H, L denote HOMO, LUMO. Without intermolecular overlap or neighbours' permanent multipoles, the crystal levels are those of one molecule with the crystal's $\beta$. The Fock kernel is $(\alpha+\beta\operatorname{erf}\gamma r)/r$; the remaining exchange is semilocal. With
$$w(r)=\frac{\operatorname{erf}(\gamma r)}{r},\qquad c=1-\frac1\epsilon ,$$
$w(0)=2\gamma/\sqrt\pi$ and transform $\tilde w$, the Fock and semilocal matrix elements are
$$k_i=\langle i|\hat K^w|i\rangle=\sum_j(ij|w|ji),\qquad v_i=\langle i|v_x^w|i\rangle .$$
At small $\gamma$,
$$k_H=\frac{2\gamma}{\sqrt\pi}\left[1-\tfrac23\gamma^2m_H\right],\qquad m_H=\langle H|r^2|H\rangle-\sum_j|\langle H|\mathbf r|j\rangle|^2,$$
$$k_L=\frac{2\gamma}{\sqrt\pi}\,\tfrac23\gamma^2m_L,\qquad m_L=\sum_j|\langle L|\mathbf r|j\rangle|^2 ,$$
and $k_H+v_H\to+\gamma/\sqrt\pi$, $k_L+v_L\to-\gamma/\sqrt\pi$. In LDA $-\gamma/\sqrt\pi<v_x^w<0$; the exchange energy per volume for one spin, density $n_\sigma=k_F^3/6\pi^2$, is
$$e=-\tfrac12\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\tilde w(\mathbf k-\mathbf k').$$

The first derivation matches the kernel to the screened interaction $W\to1/(\epsilon r)$ at long range. Using $\Delta W=-cw$ as the medium's reaction potential in static COHSEX (screened exchange plus Coulomb hole) gives level shifts and gap decrease
$$\delta\varepsilon_i=c\left(k_i-\frac\gamma{\sqrt\pi}\right),\qquad\Delta_{\rm I}=c\,(k_H-k_L).$$
Here
$$\Delta W(0,r)=\int_r^\infty\left[\frac1{\epsilon(s)}-1\right]\frac{ds}{s^2};$$
$-cw$ describes a graded cavity, matched at its centre by a sharp one of radius $R_0=\sqrt\pi/(2\gamma)$.

The second derivation, with frozen orbitals, has
$$\delta\varepsilon_i=-\delta\beta\,(k_i+v_i),\qquad D=k_H-k_L+v_H-v_L .$$
It equates the gap decrease to $2P$, where $P=-\tfrac12\Delta W(0,0)$ is the polarization energy of a unit charge and $2P=c/R$ for a Born cavity of radius $R$:
$$\delta\beta=-\lambda c,\qquad\lambda=\frac1{RD},\qquad\alpha+\beta=1-\lambda\left(1-\frac1\epsilon\right).$$
As $\epsilon\to\infty$ no $1/r$ exchange tail can remain, so $\lambda=1$ and
$$\Delta_{\rm II}=cD\equiv\frac c{R_{\rm eff}} .$$
The two expressions for $\lambda$ agree only if $D=1/R$, which nothing enforces.

**Why one does not retune.** In the gas phase $\gamma$ is chosen so that $\varepsilon_H=-{\rm IP}$, with IP the difference of self-consistent cation and neutral energies ($\Delta$SCF). The energy is stationary in the orbitals, so $dE/d\beta=E_F^w-E_{\rm sl}^w$, the Fock and semilocal exchange energies for kernel $w$. At leading order in $\gamma$, $E_F^w=-\tfrac12\sum_\sigma\sum_{ij}(2\gamma/\sqrt\pi)\delta_{ij}=-N\gamma/\sqrt\pi$. In the uniform gas, a constant kernel $w(0)$ has the transform $(2\pi)^3w(0)\delta(\mathbf q)$, so $e=-\tfrac12w(0)n_\sigma$ and $E_{\rm sl}^w=-N\gamma/\sqrt\pi$. The two cancel for neutral and cation separately. The $\Delta$SCF ionization energy of the lone molecule does not move at order $\gamma$, while $\varepsilon_H$ rises by $c\gamma/\sqrt\pi$. The lone molecule has no medium whose polarization its total energy could contain; the narrowing resides in the eigenvalues. Since this IP hardly moves, imposing $\varepsilon_H=-{\rm IP}$ again on the screened lone molecule would ask for a HOMO near its gas-phase level, which contradicts the shift that is wanted. Whether any $\gamma$ could meet that demand at $\alpha+\beta=1/\epsilon$ is not examined here.

## Worked example: ethylene

The molecule has a rounded geometry (C=C 1.33 Å, C–H 1.09 Å, HCH 117°), basis 6-31G*, $\alpha=0.20$, LDA exchange with its erf-attenuated part, and VWN correlation. The volume per molecule, 60 Å$^3$, is a rough size for the solid. All figures come from the numerical output that follows the text, except the comparison values quoted for the aug-cc-pVDZ basis and for the lattice at $\epsilon=2.18$, 3 and 5. Tuning on the ionization energy gives $\gamma=0.678$ Å$^{-1}$ and $-\varepsilon_H={\rm IP}=10.789$ eV. The LUMO lies at $+2.853$ eV: at this level the extra electron is unbound, and the orbital is a $\pi^*$ state confined by the basis. The gap of 13.642 eV is a property of this model, and so, in part, is the narrowing. Diffuse basis functions would let the LUMO spread out of the molecule, where $k_L$ and $v_L$ are small. In the limit where both vanish, $D$ is $k_H+v_H$, which with the values below is 4.094 eV instead of 7.314 eV, and the narrowing is 1.79 eV instead of 3.20 eV. The example therefore describes a compact $\pi^*$ orbital. In aug-cc-pVDZ at the same $\gamma$, $\varepsilon_H=-11.06$ eV and ${\rm IP}=10.94$ eV, so the tuned $\gamma$ itself depends on the basis. The lowest empty orbital is then diffuse ($+0.78$ eV, $k_L=0.07$, $v_L=-0.79$, $D=4.75$ eV), and $\pi^*$ is the fourth empty orbital ($+1.65$ eV, $D=6.32$ eV). With $c=0.437$ the self-consistent narrowing is 2.12 eV for the former and 2.86 eV for the latter. The digits given below belong to 6-31G* and are not basis-converged.

**Dielectric constant.** The finite-field polarizabilities 4.582, 3.008 and 1.240 Å$^3$ average to $a=2.943$ Å$^3$; the basis has no diffuse functions, which limits this response: aug-cc-pVDZ gives 5.29, 3.65 and 3.19 Å$^3$, a mean of 4.04 Å$^3$, and with the relation below $\epsilon=2.18$ and $c=0.54$. The 6-31G* value is kept so that the model is consistent. In a cubic lattice the local field is $E+4\pi\mathcal P/3$, with polarization $\mathcal P=(a/V)(E+4\pi\mathcal P/3)$ and $\epsilon=1+4\pi\mathcal P/E$. With $x=4\pi a/3V$ the first relation gives $4\pi\mathcal P/E=3x/(1-x)$, so $\epsilon=(1+2x)/(1-x)$, the Clausius–Mossotti relation. Here $x=4\pi(2.943)/180=0.2055$ and $\epsilon=1.411/0.7945=1.776$, so $1/\epsilon=0.563$, $c=0.437$, and $\beta$ goes from 0.800 to 0.363.

**The two formulas.** With $k_H=8.580$, $k_L=1.116$, $v_H=-4.486$, $v_L=-4.336$ eV,
$$\Delta_{\rm I}=0.437\,(8.580-1.116)=3.26\ \text{eV},$$
$$D=7.464-4.486+4.336=7.314\ \text{eV},\qquad\Delta_{\rm II}=0.437\times7.314=3.20\ \text{eV}.$$
The self-consistent gap falls to 10.436 eV, a narrowing of 3.205 eV, which exceeds the frozen 3.195 eV by 0.3% of the latter. Level by level, the frozen shifts are $0.437\times4.094=1.79$ eV and $0.437\times(-3.220)=-1.41$ eV, against self-consistent 1.812 and $-1.393$ eV. The narrowing divided by $c$ is 7.336, 7.337 and 7.337 eV at $\epsilon=1.5$, 3 and 10, the last with negative $\beta$; closeness to $cD$ and linearity in $c$ were both tested. The $\Delta$SCF ionization energy changes by $-0.075$ eV, about 4% of the HOMO shift.

**The tuned $\gamma$ is not small.** The leading term $2c\gamma/\sqrt\pi=4.810$ eV is 50% above the self-consistent narrowing. With $m_H=1.170$ and $m_L=0.693$ Å$^2$ the correction factors $\tfrac23\gamma^2m$ are 0.36 and 0.21, and with $2\gamma/\sqrt\pi=2\times5.505=11.01$ eV the truncated series gives $k_H\approx7.1$ and $k_L\approx2.3$ eV, against 8.58 and 1.12 eV. The series gives the direction of the corrections and overshoots them. At $\gamma=0.0076$ Å$^{-1}$ the limit is recovered: $(k_i+v_i)\sqrt\pi/\gamma$ is 1.002 for H and $-0.997$ for L.

**Independent reference.** Isotropic point polarizabilities $a$ are placed on an fcc lattice of the same volume per site (neighbour distance 4.394 Å), a unit charge on the central site, and the dipoles are solved self-consistently in spherical clusters. This solution does not use $\epsilon$, which enters only in the extrapolation to infinite size. Continuum theory predicts, for a sphere of radius $R_c$, a potential $\int_r^{R_c}ds/(\epsilon s^2)+1/R_c=1/(\epsilon r)+c/R_c$, and, by cutting the reaction integral at $R_c$, $P(R_c)=P_\infty-c/(2R_c)$. Both were tested. The fitted $1/r$ coefficient is 0.563, equal to $1/\epsilon$ to the digits shown; the SRSH kernel averaged over the HOMO density gives 0.564 at 15.88 Å. The energies 0.907, 0.953 and 0.981 eV at $R_c=21.39$, 31.21 and 43.57 Å give a slope coefficient 0.432, about 1% below $c$. Extrapolating with $e^2/4\pi\epsilon_0=14.400$ eV Å,
$$P_\infty=0.981+\frac{0.437\times14.400}{2\times43.57}=1.05\ \text{eV},$$
so $2P=2.107$ eV and $R=0.437\times14.400/2.107=2.99$ Å. Halving the polarizability ($\epsilon=1.344$) gives $R=3.03$ Å, so the Born form holds to about 1% over this range. Toward larger $\epsilon$ the radius keeps falling, to 2.92 Å at $\epsilon=3$ and 2.88 Å at $\epsilon=5$, so an $\epsilon$-independent $R$ is an approximation good to a few per cent there.

**Reading.** The SRSH radius is $R_{\rm eff}=0.437\times14.400/3.205=1.96$ Å, and the narrowing exceeds the lattice value by 52% of the latter: the ratio 1.521 is $2.986/1.963$. The test on this ratio asks for agreement within a factor of two and no more. The ratio belongs to the basis-confined LUMO; a more diffuse one lowers $D$ and with it the ratio. In aug-cc-pVDZ at the same $\gamma$, $R_{\rm eff}$ is 2.20 Å for $\pi^*$ and 2.97 Å for the diffuse lowest empty orbital, against a lattice radius of 2.96 Å at $\epsilon=2.18$: ratios of 1.34 and 1.00. The latter agreement concerns an unbound orbital shaped by the basis and does not establish $D=1/R$. The centre-matched radius $R_0=1.308$ Å is about the C=C length, so the graded cavity puts dielectric inside the molecule, whereas the lattice has none nearer than 4.39 Å; averaging $w$ over the orbitals raises the radius to $14.400/7.464=1.93$ Å, and the semilocal terms and relaxation bring it to 1.96 Å, still well below 2.99 Å. Halving the polarizability changes the ratio by only about 1%, because both sides are nearly linear in $c$. The lattice is itself an idealization: point charge, isotropic point dipoles, fcc packing, a rough volume, no overlap. It is neither the ethylene crystal nor experiment. That the two radii approach each other for larger molecules is a conjecture that this example does not test.

## What each derivation assumes

The first derivation obtains the condition at each $\epsilon$ from the $q\to0$ limit of $W$. It needs mean-field treatment of a static medium and a scalar $\epsilon$, and no cavity model. Its narrowing needs one more step, that $-cw$ stands for the true $\Delta W$ at intramolecular distances, where the matching says nothing. The second derivation needs frozen orbitals, an explicit semilocal functional and a Born energy with $\epsilon$-independent radius. It borrows the tail argument at the single point $\epsilon\to\infty$, and it describes the operator that is in fact diagonalized.

The two shifts differ in one term:
$$\delta\varepsilon_i^{\rm II}-\delta\varepsilon_i^{\rm I}=c\left(v_i+\frac\gamma{\sqrt\pi}\right).$$
The semilocal long-range exchange plays the Coulomb hole. In LDA the bound on $v_x^w$ makes this difference positive for every orbital: $5.505-4.486=1.019$ eV for H and $5.505-4.336=1.169$ eV for L, before the factor $c$. Most of it cancels in the gap, leaving $0.437\times0.150=0.066$ eV, the difference between 3.261 and 3.195 eV. It does not cancel in the levels: the first route gives $0.437(8.580-5.505)=+1.34$ and $0.437(1.116-5.505)=-1.92$ eV, asymmetric in the opposite sense to the SRSH shifts, while the point-charge lattice gives $\pm1.05$ eV. The two routes agree on the gap change to 2% of $cD$ and disagree on separate levels by about 0.5 eV.

The second derivation exposes a choice that the first hides. Fixing $\lambda$ by the lattice energy, $\lambda=2.107/3.205=0.657$, would give $\alpha+\beta=1-0.657\times0.437=0.713$, which reproduces $2P$ and misses the tail 0.563. With $\gamma$ held at its gas-phase value, the single parameter $\beta$ satisfies both demands when $D=1/R$ and not otherwise.

The limits in $\gamma$ show the range of the rule. As $\gamma\to0$, $D\to0$ and $\beta$ has no effect on the levels. As $\gamma\to\infty$, $w\to1/r$ and the functional becomes a global hybrid with Fock fraction $1/\epsilon$, the dielectric-dependent global hybrid, which screens exchange at all distances; $D$ then tends to the full Fock-minus-semilocal difference, set by the orbitals alone.

Both derivations lose their basis in the same places. In an anisotropic crystal $W\to4\pi/(\mathbf q\cdot\boldsymbol\epsilon\,\mathbf q)$, which no scalar $\alpha+\beta$ matches in all directions. At a surface or in a thin layer the medium does not fill space, and the cluster law $P_\infty-c/(2R_c)$ shows how slowly, as $1/R_c$, the bulk value is reached. Orbital overlap adds band widths, and the neighbours' permanent multipoles add an electrostatic potential, which changes the gap only through its variation over the molecule. A periodic calculation includes both effects; neither is contained in $cD$. Nuclear relaxation around the charge is absent, which is why $\epsilon$ must be the electronic constant.

## Values computed for the example and the checks

```
C=C length: 1.33 A
C-H length: 1.09 A
HCH angle: 117 deg
alpha: 0.20 
rough volume per molecule: 60 A^3
e^2/(4 pi eps0): 14.400 eV A
tuned gamma: 0.678 1/A
gas HOMO: -10.789 eV
gas LUMO: 2.853 eV
gas gap: 13.642 eV
gas DeltaSCF IP: 10.789 eV
polarizability xx (C=C): 4.582 A^3
polarizability yy (in plane): 3.008 A^3
polarizability zz (normal): 1.240 A^3
mean polarizability: 2.943 A^3
eps (Clausius-Mossotti): 1.776 
1/eps: 0.563 
c = 1-1/eps: 0.437 
beta gas: 0.800 
beta crystal: 0.363 
screened HOMO: -8.977 eV
screened LUMO: 1.460 eV
screened gap: 10.436 eV
HOMO shift: 1.812 eV
LUMO shift: -1.393 eV
SCF gap narrowing: 3.205 eV
DeltaSCF IP change on screening: -0.075 eV
kH: 8.580 eV
kL: 1.116 eV
vH: -4.486 eV
vL: -4.336 eV
gamma/sqrt(pi): 5.505 eV
D frozen: 7.314 eV
c*D frozen: 3.195 eV
c*(kH-kL), COHSEX with -c w: 3.261 eV
c*2gamma/sqrt(pi): 4.810 eV
narrowing/c at eps=1.5: 7.336 eV
narrowing/c at eps=3.0: 7.337 eV
narrowing/c at eps=10.0: 7.337 eV
HOMO moment mH: 1.170 A^2
LUMO moment mL: 0.693 A^2
(kH+vH) sqrt(pi)/gamma at gamma=0.0076 1/A: 1.002 
(kL+vL) sqrt(pi)/gamma, same gamma: -0.997 
R*kernel tail at R=15.88 A: 0.564 
fcc neighbour distance: 4.394 A
cluster P at Rc=21.39 A: 0.907 eV
cluster P at Rc=31.21 A: 0.953 eV
cluster P at Rc=43.57 A: 0.981 eV
-2 dP/d(1/Rc) / e^2 (expect c): 0.432 
lattice 1/r coefficient (expect 1/eps): 0.563 
lattice P, infinite: 1.054 eV
lattice 2P: 2.107 eV
lattice cavity radius: 2.986 A
cavity radius at eps=1.344: 3.027 A
R_eff = c/narrowing: 1.963 A
sqrt(pi)/(2 gamma): 1.308 A
SRSH narrowing / lattice 2P: 1.521
```
